# Non-unique potentials in spin-density-functional theory under a weak collinear field

## Result

Consider \(N\) electrons with Hamiltonian

\[
H=T+W+\sum_{i=1}^{N}\left[v(\mathbf r_i)-\beta(\mathbf r_i)\,\sigma_{z,i}\right],
\]

where \(T\) is the kinetic energy, \(W\) a spin-independent repulsion and \(\beta\) a fixed collinear field written as an energy; \(\beta=0\) is allowed. "Up" is the spin direction lowered by a positive field. The spin potentials are \(v_\uparrow=v-\beta\) and \(v_\downarrow=v+\beta\), and \(M=N_\uparrow-N_\downarrow\).

An additional uniform field \(B\) along the same axis adds \(-bM\), with \(b=g\mu_BB/2\). In Hartree atomic units \(\mu_B=1/2\), so \(b=gB/4\). Let \(E(M)\) be the lowest energy of \(H\) at given \(M\). Suppose the ground state \(\Psi_0\) is nondegenerate, has \(M=M_0\), and is separated by a gap from all other values of \(M\). Then \(\Psi_0\) is the unique ground state of \(H-bM\) if and only if \(b_-<b<b_+\), with

\[
b_+=\min_{M>M_0}\frac{E(M)-E(M_0)}{M-M_0},\qquad
b_-=\max_{M<M_0}\frac{E(M)-E(M_0)}{M-M_0},
\]

and \(b_-<0<b_+\). All the potential pairs \((v_\uparrow-b,\;v_\downarrow+b)\) in this interval have the same spin densities. Two such pairs differ by more than a common constant, so the spin densities do not determine the spin potentials up to one constant.

The statement holds at fixed \(N\) and zero temperature, without spin-orbit coupling and without the action of \(B\) on orbital motion.

## Proof

No term of \(H\) flips a spin, so \([H,M]=0\) and the eigenstates of \(H\) can be chosen with definite \(M\). For such a state,

\[
H\Psi=E\Psi,\quad M\Psi=m\Psi
\;\Longrightarrow\;
(H-bM)\Psi=(E-bm)\Psi .
\]

The field moves energies and leaves eigenstates alone. Within one sector all energies move by the same amount, so \(\Psi_0\) remains the unique lowest state of its own sector. It is the unique ground state overall if and only if, for every \(M\neq M_0\),

\[
E(M)-bM>E(M_0)-bM_0
\;\Longleftrightarrow\;
E(M)-E(M_0)>b\,(M-M_0).
\]

For \(M>M_0\), division by the positive number \(M-M_0\) gives an upper bound on \(b\). For \(M<M_0\), division by a negative number reverses the inequality and gives a lower bound. At fixed \(N\) there are finitely many values of \(M\), so the tightest bounds are the minimum and maximum above. The gap makes every numerator positive; hence \(b_+>0\) and \(b_-<0\). If no sector lies on one side, as above a fully polarized state, that edge is infinite.

Inside the interval \(\Psi_0\) is the same function, so \(n_\uparrow\), \(n_\downarrow\) and all its other expectation values are unchanged. The energy is \(E(M_0)-bM_0\). Beyond an edge the ground state has another \(M\), and since \(\int(n_\uparrow-n_\downarrow)\,d\mathbf r=M\), the spin densities must change. The invariance therefore requires \(|b|\) to stay below the smallest energy gap per unit change of \(M\) in the direction favored by the field.

**Free multiplets.** Let \(\beta=0\) and let the ground state have total spin \(S>0\). Its \(2S+1\) members are degenerate, so the nondegeneracy assumption fails. A positive field selects \(M_0=2S\). Since \(E(M_0-2)=E(M_0)\), the formula then gives \(b_-=0\): the densities are constant for \(0<b<b_+\), but not across zero field. This also applies to a ferromagnet without spin-orbit coupling, whose moment can be reversed at no energy cost even when its Kohn-Sham bands show finite spin-flip gaps in both directions.

## What the densities still determine

The variational half of the Hohenberg-Kohn argument survives. Suppose two potential pairs have different nondegenerate ground states \(\Psi\) and \(\Psi'\) with equal spin densities. Using \(\Psi\) as a trial state for \(H'\), and the reverse, gives

\[
E'<E+\sum_\sigma\int(v'_\sigma-v_\sigma)n_\sigma\,d\mathbf r,\qquad
E<E'+\sum_\sigma\int(v_\sigma-v'_\sigma)n_\sigma\,d\mathbf r .
\]

The integrals cancel in the sum, leaving \(E+E'<E+E'\), a contradiction. The densities thus determine the ground state, and with it \(\langle\Psi|T+W|\Psi\rangle\). What fails is the next step, from the state to the potentials.

The size of that failure can be found. Let two collinear pairs share the ground state \(\Psi_0\), and write \(\Delta\) for the differences between them. Subtracting the two Schrödinger equations removes \(T\) and \(W\):

\[
\Big[\sum_{i\in\uparrow}\Delta v_\uparrow(\mathbf r_i)
+\sum_{j\in\downarrow}\Delta v_\downarrow(\mathbf r_j)-\Delta E\Big]\Psi_0=0 .
\]

Assume that \(\Psi_0\) does not vanish on any set of positive measure, and that both spins are present. The bracket is then zero almost everywhere. Moving one up electron while the others stay fixed shows that \(\Delta v_\uparrow\) is a constant \(c_\uparrow\); moving one down electron gives \(\Delta v_\downarrow=c_\downarrow\). The energies differ by \(\Delta E=c_\uparrow N_\uparrow+c_\downarrow N_\downarrow\). Writing \(c_\uparrow=c-b\) and \(c_\downarrow=c+b\) identifies the two freedoms as the usual energy zero \(c\) and the uniform field \(b\). If \(N_\downarrow=0\), the equation places no condition on \(v_\downarrow\), which is then restricted by the requirement that \(\Psi_0\) remain the ground state.

**Consequence for potential inversion.** Let \(\chi_{\sigma\sigma'}(\mathbf r,\mathbf r')\) be the static response of \(n_\sigma\) to \(v_{\sigma'}\). A common constant changes no density, and neither does a small uniform field:

\[
\int(\chi_{\sigma\uparrow}+\chi_{\sigma\downarrow})\,d\mathbf r'=0,\qquad
\int(\chi_{\sigma\uparrow}-\chi_{\sigma\downarrow})\,d\mathbf r'=0 .
\]

Adding and subtracting gives \(\int\chi_{\sigma\sigma'}\,d\mathbf r'=0\) for each \(\sigma'\) separately. When both spins are present and \(\Psi_0\) satisfies the assumption above, these are the only null vectors. On a lattice there can be more: if one spin fills every site, its density responds to no potential, and any change of its potential is a null vector. A Newton step that inverts \(\chi\) must then remove both, one constant per spin, and the relative offset of the resulting potentials has to be fixed by a stated convention. In a fully polarized state the densities do not respond to the potential of the empty spin at all, so only the potential of the occupied spin can be inverted.

## Noninteracting electrons and Kohn-Sham gaps

For noninteracting electrons the edges follow from orbital energies \(\varepsilon_{\sigma,1}\le\varepsilon_{\sigma,2}\le\dots\). Raising \(M\) by \(2k\) moves the \(k\) highest down electrons into the \(k\) lowest empty up orbitals:

\[
E(M_0+2k)-E(M_0)=\sum_{j=1}^{k}\left(\varepsilon_{\uparrow,N_\uparrow+j}-\varepsilon_{\downarrow,N_\downarrow+1-j}\right).
\]

The terms do not decrease with \(j\), so their average is smallest at \(k=1\). Division by \(M-M_0=2k\) gives the first formula below, and the same argument with the spins exchanged gives the second:

\[
b_+^{(0)}=\tfrac12\left(\varepsilon_\uparrow^{\rm LUMO}-\varepsilon_\downarrow^{\rm HOMO}\right),\qquad
b_-^{(0)}=-\tfrac12\left(\varepsilon_\downarrow^{\rm LUMO}-\varepsilon_\uparrow^{\rm HOMO}\right).
\]

Here HOMO and LUMO are the highest occupied and lowest empty orbitals of the given spin.

This affects self-consistent calculations. Take a functional whose exchange-correlation potential is an explicit function of the spin densities. A uniform \(b\) shifts all up levels by \(-b\) and all down levels by \(+b\). While the occupations stay the same, so do the densities and the exchange-correlation potential, and the old solution remains self-consistent. It persists up to the Kohn-Sham edge, even if a solution with another \(M\) already has lower total energy. To estimate the threshold of the ground state, compute total energies at several fixed \(M\) and use the formulas for \(b_\pm\); the answer then carries the error of the functional in those energy differences. For weakly coupled spins this error can be as large as the gap itself. For H\(_2\) stretched to 3.0 Å in a cc-pVDZ basis, the exact \(E(2)-E(0)\) is 42 meV. The spin-restricted \(M=0\) solution of LDA or PBE gives a negative value, and the unrestricted solution breaks spin symmetry (\(\langle S^2\rangle\approx1\), a mixture of singlet and triplet) and gives about 50 meV (LDA) or 27 meV (PBE).

## A chain with both edges finite

A four-site Hubbard chain with five electrons, hopping \(t\) and on-site repulsion \(U=4t\) shows both edges. The site potentials are \((0,\,0.4,\,-0.3,\,0.2)\,t\), and the nonuniform collinear field is \((0.15,\,0.05,\,0.12,\,0.08)\,t\). The lowest energies are \(3.0092\,t\), \(1.8078\,t\), \(1.5946\,t\) and \(2.4068\,t\) for \(M=-3,-1,+1,+3\). Hence \(M_0=+1\), and

\[
b_+=\frac{2.4068-1.5946}{2}\,t=0.4061\,t .
\]

Below \(M_0\) the two candidates are

\[
\frac{1.8078-1.5946}{-2}\,t=-0.1066\,t,\qquad
\frac{3.0092-1.5946}{-4}\,t=-0.3537\,t ,
\]

and the larger one, \(b_-=-0.1066\,t\), is the edge.

As a test, the full five-electron Hamiltonian was diagonalized with all \(M\) together, and the fields at which the spin densities first change were located by bisection. They agree with both edges to the six decimals printed. At 0.9 of either edge the site spin densities differ from their zero-field values by no more than about \(3\times10^{-15}\), which is rounding error; at \(1.1\,b_+\) the largest change is 0.47 electron.

The ambiguity was also counted. The eight vectors \(n_{i\sigma}\Psi_0\), together with \(\Psi_0\), have two independent linear relations, corresponding to one free constant per spin.

At \(U=0\), with the same site potentials and fields, the orbital formulas give \(-0.0980\,t\) and \(1.0290\,t\), again confirmed by bisection. These are edges of a different Hamiltonian, not Kohn-Sham edges of the \(U=4t\) chain.

Without conservation of \(M\) the invariance is generally lost, because the ground state then need not have a definite \(M\). With the spin-flip hopping \(0.1\,t\sum_i\big(c^\dagger_{i\uparrow}c_{i+1,\downarrow}-c^\dagger_{i\downarrow}c_{i+1,\uparrow}\big)+\text{h.c.}\) added, a field of \(b_+/2\) changes the site spin densities by up to \(8\times10^{-3}\). The size depends on the form of the term: with a plus sign between the two parts it is \(3\times10^{-2}\).

## A silicon-like double quantum dot

Two electrons in a double dot have a singlet ground state with \(M_0=0\) and \(n_\uparrow=n_\downarrow\). The lowest triplet lies higher by \(J\) and supplies \(M=\pm2\). Thus \(b_\pm=\pm J/2\), and since \(b=g\mu_BB/2\),

\[
B_c=\frac{J}{g\mu_B}.
\]

The model is one-dimensional, with effective mass \(m=0.19\,m_e\), relative permittivity 11.7 and \(g=2\). The wells, at \(\pm a=\pm25\) nm, and the repulsion are

\[
V(x)=\frac{m\omega^2}{8a^2}(x^2-a^2)^2,\qquad
W=\frac{C}{\sqrt{(x_1-x_2)^2+w^2}},
\]

with \(\hbar\omega=3\) meV, \(w=10\) nm and \(C=123\) meV nm. The barrier is \(m\omega^2a^2/8=1.75\) meV.

Two-electron diagonalization gives 5.56030 meV for the singlet and 5.56264 meV for the triplet. Their difference before rounding is \(J=2.33\) µeV, and a coarser grid gives the same value. With \(g\mu_B=115.8\) µeV/T,

\[
B_c=\frac{2.33}{115.8}\ \text{T}=0.020\ \text{T}.
\]

At half this field the potentials differ by \(v_\downarrow-v_\uparrow=2b=1.17\) µeV, while the zero-temperature spin densities are those of zero field.

**The Kohn-Sham gap gives a different field.** For a singlet pair the Kohn-Sham orbital is \(\varphi=\sqrt{n/2}\), where \(n=n_\uparrow+n_\downarrow\), and its equation gives

\[
v_s=\varepsilon+\frac{\hbar^2}{2m}\frac{\varphi''}{\varphi}.
\]

The gap between the two lowest levels in this potential is 75 µeV, 32 times \(J\). Read as a threshold, it would give 0.65 T instead of 0.020 T.

A two-site model shows how such a ratio can arise. With hopping \(t\) and repulsion \(U\), the triplet has energy zero. The singlet with one electron per site couples with strength \(2t\) to the symmetric doubly occupied state at energy \(U\), so

\[
J=\tfrac12\left(\sqrt{U^2+16t^2}-U\right)\approx\frac{4t^2}{U}\quad(U\gg t).
\]

The density is symmetric, so the Kohn-Sham sites are level and the Kohn-Sham gap is \(2t\). The ratio of this gap to \(J\) is then \(U/2t\), which is large for strong repulsion. The two-site model illustrates only this trend and does not describe the continuum dot quantitatively. In the model the Kohn-Sham gap does not depend on the repulsion. In the dot it does: the bare one-electron splitting is 387 µeV, while the Kohn-Sham gap falls from 317 to 47 µeV as \(C\) goes from 0.1 to 1.5 times its value. Inserting the bare splitting for \(2t\) and the on-site minus intersite repulsion of the two localized bare orbitals (5.3 meV) for \(U\) gives \(J=28\) µeV and a ratio of 14. The 32-fold ratio is computed directly for the continuum dot.

## Effects that remove or blur the invariance

**Temperature.** With \(E_Z=g\mu_BB\), the triplet energies above the singlet are \(J-E_Z\), \(J\) and \(J+E_Z\). The thermal magnetization is

\[
\langle M\rangle=\frac{2\left(e^{-(J-E_Z)/k_BT}-e^{-(J+E_Z)/k_BT}\right)}{1+e^{-(J-E_Z)/k_BT}+e^{-J/k_BT}+e^{-(J+E_Z)/k_BT}} .
\]

At 50 mK, \(k_BT=4.31\) µeV exceeds \(J\). The triplets hold 64% of the weight at zero field, and at \(B_c/2\) the magnetization is \(\langle M\rangle=0.23\). The invariance is therefore not visible in thermal equilibrium at this temperature. At \(B_c/2\) the lowest triplet lies \(J/2=1.17\) µeV above the singlet. Keeping the triplet weight near 1% requires \(k_BT\approx(J/2)/4.6=0.25\) µeV, or about 3 mK. At 50 mK, the same condition would need \(J\approx40\) µeV.

**Unequal fields.** Let the Zeeman splittings of the two dots differ by \(\delta\). For one spin per dot the perturbation is \(-(\delta/2)(s_{Lz}-s_{Rz})\). Acting on the singlet \(|S\rangle\), it gives \(-(\delta/2)|T_0\rangle\), where \(T_0\) is the triplet with \(M=0\). First-order theory admixes \(T_0\) with amplitude \(\delta/2J\). Since \(2s_{Lz}|S\rangle=|T_0\rangle\), the left moment is

\[
\langle2s_{Lz}\rangle=2\,\frac{\delta}{2J}=\frac{\delta}{J}.
\]

A difference of 1 mT gives \(0.1158/2.33=0.050\); diagonalization of the full dot gives 0.049. The response has no threshold and is linear in \(\delta\) as long as \(\delta\ll J\). A \(g\)-factor difference of \(10^{-3}\) at \(B_c/2\) acts like 0.005 mT, which is 200 times smaller.

**Spin-orbit rotation.** Suppose that, in local spin frames where the exchange is isotropic, the two spins see fields tilted apart by an angle \(\theta\). The transverse difference \(\delta_\perp=2E_Z\sin(\theta/2)\) couples the singlet to each polarized triplet with strength \(\delta_\perp/2\sqrt2\). To second order the lost singlet weight is

\[
p=\frac{\delta_\perp^2}{8}\left[\frac1{(J-E_Z)^2}+\frac1{(J+E_Z)^2}\right].
\]

For \(\theta=0.05\) rad and \(E_Z=J/2\), this is \(3.5\times10^{-4}\), as is the result of diagonalizing the two-spin model. The formula fails near \(E_Z=J\), where the coupling turns the level crossing into an avoided one.

**Orbital terms and valleys.** For a field along the dot axis and a mean square lateral radius \(w^2\), the diamagnetic energy per electron at \(B_c\), estimated with the mass \(m\) in both lateral directions, is \(e^2B_c^2w^2/8m=0.005\) µeV. To first order it is equal for singlet and triplet if both use the same lateral orbital. The gap \(J\) is 2% of a rough valley splitting of 0.1 meV; the model contains no valleys.

**Comparison with devices.** Exchange in a double dot depends on the barrier, which gate voltages can change. At a field of a few tenths of a tesla, well above the 0.020 T found here, a polarized triplet is the ground state of this model. Below \(B_c\), temperature matters: at 50 mK it changes \(\langle M\rangle\) at \(B_c/2\) from 0 to 0.23. A singlet prepared out of equilibrium is a separate case. It remains an eigenstate of \(H-bM\) at any uniform \(b\), so its spin densities stay fixed until relaxation or a term that breaks the assumptions acts. The value of \(J\) belongs to this one-dimensional model and is no prediction for a particular device.

For comparison, a many-electron spin-flip gap of 1 eV with \(g=2\) corresponds to \(1\ \text{eV}/(2\mu_B)=8638\) T. If single spin flips with such a gap set both edges, laboratory fields lie deep inside the interval. A low-lying state that differs by several flips, as near a spin crossover, can bring an edge much closer: its total energy is small, and it is also divided by the whole change of \(M\). The remaining inputs and values are in the numerical output below.

## Table of computed values

```
chain: sites 4, electrons 5, U/t = 4.0
chain: site potentials / t = [ 0.   0.4 -0.3  0.2]
chain: site fields / t = [0.15 0.05 0.12 0.08]
chain: lowest energy for M = -3: 3.009228 t
chain: lowest energy for M = -1: 1.807759 t
chain: lowest energy for M = +1: 1.594594 t
chain: lowest energy for M = +3: 2.406789 t
chain: ground-state M0 = +1
chain: b_minus formula -0.106583 t, bisection -0.106583 t
chain: b_plus  formula 0.406098 t, bisection 0.406098 t
chain: density change at 0.9 of either edge = 3.2e-15
chain: density change at 1.1 b_plus = 0.4661
chain: free constants in the potentials = 2
chain, U=0: b_minus -0.098017 t, b_plus 1.029041 t
chain: spin-flip hopping 0.1 t, change at b_plus/2 = 8.19e-03
dot: mass 0.19 m_e, permittivity 11.7, g = 2.0
dot: well distance 50.0 nm, quantum 3.0 meV, width 10.0 nm
dot: oscillator length 11.56 nm, barrier 1.753 meV
dot: Coulomb constant 123.07 meV nm
dot: singlet energy 5.56030 meV
dot: triplet energy 5.56264 meV
dot: gap J = 2.331 ueV (coarser grid 2.331 ueV)
dot: g mu_B = 115.768 ueV/T
dot: threshold field = 0.0201 T
dot: half threshold = 0.0101 T, v_dn - v_up = 1.165 ueV
dot: Kohn-Sham gap = 75.07 ueV, ratio to J = 32.21
dot: field read from Kohn-Sham gap = 0.648 T
neglected: kT at 50 mK = 4.309 ueV, J/kT = 0.54
neglected: thermal triplet weight, zero field = 6.359e-01
neglected: thermal triplet weight, half threshold = 6.415e-01
neglected: thermal mean M, half threshold = 2.286e-01
neglected: field difference 1.0 mT, left moment = 4.861e-02
neglected: two-spin estimate of left moment = 4.967e-02
neglected: g difference 0.001 at half threshold acts as 0.0050 mT
neglected: spin rotation 0.05 rad, singlet loss = 3.47e-04
neglected: perturbative singlet loss = 3.47e-04
neglected: diamagnetic energy at threshold = 0.005 ueV
neglected: lateral quantum = 4.01 meV
neglected: valley splitting 0.1 meV (rough), J/valley = 0.023
scale: 1 eV spin-flip gap with g = 2 corresponds to 8638 T
```
